# Why Thin Walls Make Porous Silicon a Poor Heat Conductor

A steady-state thermal model of a heater or sensor on porous silicon needs one material property of the layer: its conductivity. Suppose the layer is 50 µm thick, about half empty, and carries 100 W/cm². If bulk silicon is corrected for porosity alone, the temperature drop across the layer comes out at 0.9 K. If the walls between the pores are 10 nm thick and scatter phonons diffusely, the drop is about 8.5 K. The treatment of the walls thus changes the predicted temperature drop about tenfold.

The porosity correction accounts for the missing material and for the detours of the heat flow. It leaves the conductivity of the remaining silicon at its bulk value, and that is where it fails. Most heat in bulk silicon is carried by phonons that would fly much farther than 10 nm, and the pore faces cut these flights short.

## What porosity alone can do

Take a cubic array of closed cubic pores with period 50 nm and pore side 40 nm. The walls are $d=10$ nm thick and the porosity is $p=(40/50)^3=0.512$. The pores are treated as insulating.

A standard effective medium replaces each pore and its share of solid by a sphere of radius $a$ inside a solid shell of outer radius $b$, with $p=a^3/b^3$. Let the solid have conductivity $\kappa_s$. In a temperature gradient $G$, the solution of Laplace's equation in the shell is

$$T=\left(Ar+\frac{B}{r^2}\right)\cos\theta .$$

No heat enters the pore, so $\partial T/\partial r=0$ at $r=a$. This gives $A-2B/a^3=0$, or $B=Aa^3/2$.

Now choose the conductivity $\kappa_{\rm eff}$ of the surrounding medium so that the field outside remains $T=Gr\cos\theta$. Continuity of temperature and of radial heat flux at $r=b$ requires

$$A\left(1+\frac p2\right)=G,\qquad \kappa_sA(1-p)=\kappa_{\rm eff}G .$$

Dividing the second equation by the first gives

$$\kappa_{\rm eff}=g\,\kappa_s,\qquad g=\frac{1-p}{1+p/2}=\frac{2(1-p)}{2+p}.$$

Because the outer field is undisturbed, more coated spheres of the same $p$ can be inserted, in all sizes, until they fill the space. For $p=0.512$, $g=0.976/2.512=0.389$.

Cubic pores are not coated spheres, but two simple cuts show how much the difference can matter. Insulating sheets parallel to the flow can only lower the conductance. They leave straight solid channels of area fraction $1-0.8^2=0.36$, so $g\geq0.36$. Perfectly conducting sheets across the flow can only raise it. They leave a full solid layer in series with a layer of solid fraction 0.36, so

$$g\leq\frac{1}{0.2+0.8/0.36}=0.413 .$$

A finite-volume solution of Laplace's equation for the cubic array gives 0.376, and the effective medium is 3% above it. Refining the mesh raises the lattice value slightly, to about 0.378.

With a rough bulk value of 150 W/(m K), porosity alone gives $0.389\times150=58$ W/(m K). Fourier's law contains no length of its own, so this result is the same for nanometre and millimetre pores of the same shape and porosity. A dependence on wall thickness at fixed porosity must come from the carriers.

## How far the heat carriers fly

Phonon energy spreads by diffusion. If $x(t)$ is the displacement of a packet along the gradient, its mean square grows at late times as $2Dt$, with

$$D=\int_0^\infty\langle v_x(0)v_x(t)\rangle\,dt .$$

The heat flux is $-D$ times the gradient of energy density, so $\kappa=CD$, where $C$ is the heat capacity per volume. In the relaxation-time model a collision makes the direction random and ends the correlation. A phonon of speed $v$ survives for time $t$ with probability $e^{-t/\tau}$, and $\langle v_x^2\rangle=v^2/3$. Hence each mode $q$ contributes

$$\kappa_q=\frac13C_qv_q^2\tau_q=\frac13C_qv_q\Lambda_q,\qquad \Lambda_q=v_q\tau_q .$$

The example uses three equal acoustic branches,

$$\omega=\omega_m\sin\frac{\pi k}{2k_m},\qquad \frac1\tau=A\omega^2T .$$

Here $k_m=(6\pi^2N)^{1/3}$ holds one state per branch for each of the $N=4/a_0^3$ primitive cells per volume, with lattice constant $a_0=0.543$ nm. The low-frequency speed is $v_0=6400$ m/s, a rough branch average, which fixes $\omega_m=2k_mv_0/\pi$. The constant $A=9.7\times10^{-20}$ s/K is set so that the sum over modes, with quantum heat capacities, gives 150 W/(m K) at 300 K.

In this model half of the bulk heat current is carried by phonons with mean free paths above about 480 nm. Paths above 100 nm carry 86%, and paths above 10 nm carry more than 99%. A 10 nm wall therefore interferes with nearly the whole heat current.

## What a wall does to one mode

Treat a wall as a long film with heat flowing along it. Its faces are taken to be diffuse: a reflected phonon has no memory of its former direction, and its mean velocity along the film is zero. The velocity correlation then ends at an internal collision or at a face, whichever comes first.

Let $\mu$ be the cosine between the flight and the film normal. A phonon at distance $s$ from the face ahead reaches it after a path $s/\mu$. Its mean remaining flight time is

$$\int_0^{s/(\mu v)}e^{-t/\tau}dt=\tau\left(1-e^{-s/(\mu\Lambda)}\right).$$

All values of $s$ from 0 to $d$ are equally likely. With $\delta=d/\Lambda$, the average over $s$ is

$$\tau\left[1-\frac{\mu}{\delta}\left(1-e^{-\delta/\mu}\right)\right].$$

The mean square velocity along the gradient, averaged over azimuth, is $v^2(1-\mu^2)/2$. Averaging over $\mu$ and dividing by the bulk value $v^2\tau/3$ gives the film-to-bulk ratio

$$F(\delta)=\frac32\int_0^1(1-\mu^2)\left[1-\frac{\mu}{\delta}\left(1-e^{-\delta/\mu}\right)\right]d\mu .$$

For a thick wall the exponential is negligible, and $\int_0^1(\mu-\mu^3)d\mu=1/4$. Thus $F\simeq1-3/(8\delta)$, and bulk conduction returns.

For a thin wall, split the factor $1-\mu^2$. In the $\mu^2$ part the bracket may be replaced by its leading value $\delta/(2\mu)$, which gives $\delta/4$. In the other part set $t=\delta/\mu$ and integrate by parts twice:

$$\delta\int_\delta^\infty\frac{t-1+e^{-t}}{t^3}dt\simeq\delta\left[\frac14+\frac12+\frac12\left(\ln\frac1\delta-\gamma\right)\right],$$

where $\gamma=0.577$ is Euler's constant. Subtracting $\delta/4$ and multiplying by $3/2$ gives

$$F\simeq\frac{3\delta}{4}\left[\ln\frac1\delta+1-\gamma\right],\qquad \delta\ll1 .$$

The logarithm comes from phonons that glide almost parallel to the wall. For the median path, $\delta\approx10/480=0.021$ and $F\simeq0.067$: such a mode keeps about 7% of its bulk contribution.

Multiplying by $\kappa_q$ shows what governs a thin wall:

$$\kappa_qF\simeq\frac{C_qv_qd}{4}\left[\ln\frac{\Lambda_q}{d}+1-\gamma\right].$$

The wall thickness has taken the place of the mean free path, which survives only inside the logarithm. The bulk scattering rate therefore matters much less than it does in a wafer.

## From one wall to the porous layer

The leading estimate combines the two effects:

$$\kappa_{\rm eff}\simeq g(p)\,\kappa_{\rm wall},\qquad \kappa_{\rm wall}=\sum_q\kappa_qF(d/\Lambda_q).$$

Numerical summation over the spectrum gives $\kappa_{\rm wall}=15$ W/(m K), one tenth of bulk. The layer then has $0.3885\times15.05=5.8$ W/(m K), compared with 58 from porosity alone.

This product assumes that scattering and geometry can be separated. In the real array, walls cross, end in junctions and sometimes face the flow. A Boltzmann particle simulation keeps these features. It follows 12,000 phonons through the periodic array, reflects them diffusely at pore faces and redraws their mode and direction at internal collisions. New modes are drawn in proportion to $C_q/\tau_q$, which keeps the equilibrium distribution stationary. The late-time spread gives $D$, and

$$\kappa_{\rm eff}=(1-p)CD,$$

since only the solid fraction stores energy. The result is $5.90\pm0.08$ W/(m K), where the uncertainty is one statistical standard error.

The 1% agreement with the product is partly fortunate. With the lattice value of $g$, the product would be $0.376\times15.05=5.7$ W/(m K), about 4% below the simulation. Either way, separation is a good approximation for this array with diffuse faces. The agreement does not establish it for other pore shapes.

## How the result changes with wall thickness

The next table enlarges pores and walls together, so the porosity and pore shape are held fixed. The layer values use the product formula with $g=0.3885$.

| Wall | Wall conductivity, W/(m K) | Layer conductivity, W/(m K) |
|---:|---:|---:|
| 10 nm | 15 | 5.8 |
| 30 nm | 30 | 12 |
| 100 nm | 54 | 21 |
| 1 µm | 104 | 40 |
| 10 µm | 133 | 52 |

Even 1 µm walls are about 30% below bulk. The reason is the long tail of the path distribution. At low frequency, $\omega\propto k$ and $\Lambda\propto1/k^2$, while equal intervals of $k$ carry equal heat. The share carried by paths longer than $\Lambda$ therefore falls only as $\Lambda^{-1/2}$, and for thick walls the deficit falls as $d^{-1/2}$. From 1 to 10 µm it drops from 31% to 11%, a factor of 2.7, approaching the limiting factor $\sqrt{10}=3.2$.

A single mean free path misses this tail: its deficit falls as $1/d$ for thick walls. It also fails for the 10 nm wall. The kinetic estimate $\Lambda_1=3\kappa/(Cv_0)$ gives 75 nm, and inserting it in $F$ gives a wall conductivity of 38 W/(m K), 2.5 times the spectral result.

Most of this excess comes from giving every mode the speed $v_0$. With $y=k/k_m$ and nearly classical heat capacities, the mean speed is only

$$3v_0\int_0^1y^2\cos\frac{\pi y}{2}\,dy=\left(\frac6\pi-\frac{48}{\pi^3}\right)v_0=0.36\,v_0 .$$

Using it lengthens the path to about 200 nm, and the thin-wall formula then gives about 19 W/(m K). The remaining excess comes from the spread of paths. In a thin wall a mode's contribution grows only logarithmically with $\Lambda_q$, so a broad spread of paths conducts less than its mean path suggests.

## What smoother faces change

If the faces reflected like mirrors, phonons would keep their velocity along a film, and a straight film would conduct like bulk in this model. In a straight film, thin walls alone are therefore not enough; the faces must also randomize direction. A pore array differs, because faces that lie across the flow send phonons back even when they are perfect mirrors.

For uncorrelated roughness of rms height $\eta$, a common estimate of the mirror-like fraction is $P=\exp(-4k^2\eta^2\mu^2)$. A phonon arriving at a face loses its remaining flight with probability $1-P$. Otherwise it crosses the film, reaches the next face with probability $e^{-\delta/\mu}$, and faces the same choice. The eventual loss $L$ obeys

$$L=(1-P)+Pe^{-\delta/\mu}L,\qquad L=\frac{1-P}{1-Pe^{-\delta/\mu}} .$$

The term subtracted in the bracket of $F$ is multiplied by $L$. For $\eta=0.5$ nm, the 10 nm film then conducts 37 W/(m K) instead of 15. The median wavelength, weighted by the heat carried in the diffuse wall, is 1.0 nm, so $k\approx6.2$ nm$^{-1}$. At normal incidence $P$ is negligible, but at $\mu=0.05$ it is 0.91, so a gliding phonon usually keeps its motion along the film when it meets a face. Its path from face to face is $d/\mu=200$ nm, longer than the mean free path of about 120 nm at this $k$, so most such flights end in an internal collision.

Multiplying by $g$ gives 14 W/(m K), still a factor of four below the porosity-only value. This film estimate is too high for the pore array, where faces across the flow also turn phonons back. Following phonons through the array with this same specularity gives only about 8 W/(m K), and about 18 even with perfect mirror faces. The product of film value and geometry factor is therefore reliable here only for diffuse faces.

## Comparison with real layers

Mesoporous silicon of about 50% porosity has a measured room-temperature conductivity of the rough order of 1 W/(m K), several times below the calculated 5.9. The wall thickness is realistic, but the 40 nm pores are at the large end of the mesoporous range; in a regular cubic array they follow from the chosen wall and porosity. Etched pores are also open and largely aligned with the layer normal rather than closed cubes, so $g$ across the layer differs; for straight columns along the flow it would be $1-p=0.49$. The assumption that real layers break most plainly is that of straight, uniform, fully connected walls. Etched walls are crooked, have narrow necks and include dead ends, which store heat but conduct little. These features can plausibly account for much of the remaining factor, but the present calculation does not apportion it.

Oxidation acts in the same direction. Suppose 1 nm on each face of the 10 nm wall becomes oxide, treated as insulating. The silicon core is 8 nm thick and conducts 12.9 W/(m K). The non-silicon fraction becomes $(42/50)^3=0.593$, so $g=0.314$ and the layer falls to 4.1 W/(m K).

Other omitted channels are smaller for these numbers:

- Optical phonons, assigned rough values of 60 meV, 1 km/s and 3 ps, add about 0.7 W/(m K) to the solid, or 4% of the wall value.
- Free air in the pores, at 0.026 W/(m K), adds about 0.02 W/(m K) to the layer.
- Electrons in silicon of 100 S/cm add about 0.07 W/(m K) to the solid by the Wiedemann–Franz law.

Temperature also matters less than in a wafer. Between 300 and 400 K the model's bulk conductivity falls by 24%, to 114 W/(m K), while that of the wall falls by 7%, to 14 W/(m K). The main reason is the weak logarithmic dependence on $\Lambda$; a slight rise in heat capacity also offsets part of the fall. Measured bulk silicon falls by about a third over this range, so the simple rate $A\omega^2T$ understates the temperature dependence.

## What to do in a thermal design

Find the silicon wall thickness as well as the porosity. Porosity from weight loss fixes $g$ for an assumed pore shape, but it cannot fix $\kappa_{\rm wall}$. For walls of 10 µm or less, where the correction exceeds about 10% in this model, replace the bulk conductivity by a film value computed from a spectrum of mean free paths, then apply the geometry factor.

For 10 nm walls with diffuse faces, a value near 6 W/(m K) is a reasonable starting point for a regular array at 51% porosity. For an etched layer used as insulation, it is more likely to be too high than too low, because necks, dead ends and oxide all reduce conduction. Where the temperature drop is critical, measure the layer itself, after the oxidation or annealing it will receive in the device.

To lower the conductivity at fixed porosity and pore shape, make the structure finer and keep its faces rough. The estimates here treat phonons as particles with bulk modes, which requires walls well above the roughly 1 nm heat-carrying wavelength; they should not be carried down to walls of a few nanometres. To raise it, coarsen the structure. In 10 nm walls with diffuse faces, purer silicon would help much less than in a wafer, since the faces already end most flights. In this model, lengthening every bulk free path by 10% raises the wall conductivity by only about 3%.
